\section*{Why electronegative inductive discharges oscillate: slow negative ions and folded power balance}

\section{The decision: may the negative ions be eliminated?}

A global model of an inductive discharge in an attaching gas has a fast electron density $n$ and a slow negative-ion density $m$. It is tempting to replace the equation for $m$ by its steady balance and keep one equation for $n$. Section 4 shows that this shortcut makes the steady state stable whatever the parameters, while the two-variable model can have an unstable steady state and a large periodic orbit. A steady solver may therefore be used only if the steady state of the two-variable system is stable.

The contributions are taken in turn: the power cost of negative ions, the two absorption mechanisms, the slow response of the ions, and the delays at the jumps. Algebra is in atomic units ($e=m_e=\hbar=4\pi\epsilon_0=1$); numbers use eV, \AA{} and ms. The example has round parameters for an attaching gas in which negative ions are lost by detachment; Section 7 shows how recombination and the form of the wall loss limit it.

\section{What negative ions cost}

The plasma is uniform and quasineutral, with positive-ion density $n_+=n+m$. Positive ions reach the wall at frequency $\nu_w$, taken to be the same whatever the ratio $m/n$. The sheath holds negative ions back, and zero mean wall current makes the electron loss equal to the positive-ion loss. With ionization, attachment and detachment frequencies $\nu_{iz},\nu_a,\nu_d$,
\begin{align}
\dot n&=\nu_{iz}n-\nu_a n-\nu_w(n+m)+\nu_d m,\label{eq:n}\\
\dot m&=\nu_a n-\nu_d m.\label{eq:m}
\end{align}
Their sum is $\dot n_+=\nu_{iz}n-\nu_w n_+$, the positive-ion balance, as it must be.

Let $P$ be the absorbed power density, $E_c$ the energy spent per ionization, $E_w$ the energy lost per electron--ion pair at the wall, and $E_a$ the energy removed per attachment, all constant. If the thermal energy stored in the electrons is neglected,
\begin{equation}
P=E_c\nu_{iz}n+E_w\nu_w(n+m)+E_a\nu_a n .
\end{equation}
Solving for $\nu_{iz}n$ and inserting it into \eqref{eq:n} gives
\begin{align}
\dot n&=\frac{P}{E_c}-\frac{E_w}{E_c}\nu_w(n+m)-\frac{E_a}{E_c}\nu_a n-\nu_a n-\nu_w(n+m)+\nu_d m\nonumber\\
&=\frac{P(n)}{E_c}-\lambda n-\kappa m,\label{eq:fast}
\end{align}
with
\begin{equation}
\lambda=g\nu_w+a\nu_a,\quad \kappa=g\nu_w-\nu_d,\quad g=1+\frac{E_w}{E_c},\quad a=1+\frac{E_a}{E_c}.
\end{equation}
We take $\kappa>0$. A negative ion loads the discharge because a positive ion must accompany it; that positive ion is lost to the wall and has to be replaced. Detachment returns an electron and reduces the load by $\nu_d$.

In the example $E_c,E_w,E_a=40,20,4$ eV and $\nu_w,\nu_a,\nu_d=50,0.75,0.5\ \mathrm{ms^{-1}}$. Hence $g=1.5$, $a=1.1$, $\lambda=75+0.825=75.825$ and $\kappa=75-0.5=74.5\ \mathrm{ms^{-1}}$. In steady state $m=rn$ with $r=\nu_a/\nu_d=1.5$, so the total load per electron is
\[
\lambda+\kappa r=75.825+111.75=187.6\ \mathrm{ms^{-1}} .
\]
Attachment as a direct drain on electrons supplies $0.825$ of this, about 0.4\%. The accumulated ions supply 60\%. What matters is the stock of negative ions, which takes time to build.

\section{Two ways of absorbing power}

\subsection{Inductive part}

For momentum-loss frequency $\nu_m$ well above the drive frequency $\omega$, the conductivity is $\sigma=n/\nu_m$. Here $\nu_m/\omega$ is about 6, so the neglected electron inertia is a visible correction; Section 7 gives its size. Treat the plasma as a loop with inductance $L_p$, resistance $R_p\propto1/n$ and mutual inductance $M$ to a coil carrying a current of fixed amplitude $I_0$. The loop equation $(R_p+i\omega L_p)I_p=-i\omega MI_0$ gives the dissipated power
\begin{equation}
\tfrac12R_p|I_p|^2=\tfrac12I_0^2\frac{\omega^2M^2R_p}{R_p^2+\omega^2L_p^2}.
\end{equation}
Define $n_i$ by $R_p=\omega L_pn_i/n$. Dividing numerator and denominator by $\omega^2L_p^2$, multiplying both by $n^2$, and dividing the power by the volume $V$,
\begin{equation}
P_{\rm ind}=\frac{2P_i\,n n_i}{n^2+n_i^2},\qquad P_i=\frac{I_0^2\omega M^2}{4L_pV}.
\end{equation}
At low density the plasma current grows with $n$; at high density the induced current is fixed by inductance and the loss falls with resistance. The $1/n$ fall belongs to a loop of fixed geometry. In a uniform plasma cylinder inside a long coil the skin effect makes the power fall more slowly, as $n^{-1/2}$. The cycle found below stays under $n_i$, and using the cylinder law with the same peak position and height changes its period by about 0.1\%.

\subsection{Capacitive part}

The coil voltage also drives a current through the sheaths, taken to have fixed density amplitude $J_0$. In the bulk, conduction and displacement currents share it: $(\sigma+i\omega/4\pi)E=J_0$. With $n_c=\omega\nu_m/4\pi$, so that $\omega/4\pi=n_c/\nu_m$,
\begin{equation}
P_{\rm cap}=\tfrac12\sigma|E|^2=\frac{J_0^2}{2}\frac{\sigma}{\sigma^2+(\omega/4\pi)^2}=\frac{Sn}{n^2+n_c^2},\qquad S=\tfrac12J_0^2\nu_m .
\end{equation}
For $n\gg n_c$ this is $S/n$: a fixed current dissipates less in a better conductor. Both power laws were tested by integrating the corresponding circuits in time.

The sum $P=P_{\rm ind}+P_{\rm cap}$ has a property used repeatedly below:
\begin{equation}
\frac Pn=\frac{2P_in_i}{n^2+n_i^2}+\frac{S}{n^2+n_c^2}
\end{equation}
decreases strictly with $n$. Equivalently, the logarithmic slope $\Lambda=d\ln P/d\ln n$ is below 1.

\subsection{The folded balance}

Write \eqref{eq:fast} as
\begin{equation}
\dot n=\kappa[N(n)-m],\qquad N(n)=\frac{P(n)/E_c-\lambda n}{\kappa}.\label{eq:N}
\end{equation}
At frozen $m$ the electrons settle where $N(n)=m$. A small displacement obeys $\dot{\delta n}=\kappa N'\delta n$, so branches with $N'<0$ attract and those with $N'>0$ repel.

Each mechanism alone gives too little. With $S=0$,
\[
P'_{\rm ind}=2P_in_i\frac{n_i^2-n^2}{(n^2+n_i^2)^2}
\]
decreases up to $n=n_i$ and is negative beyond it. Thus $N'$ changes sign at most once. There can be an inductive branch, but no capacitive branch to catch a falling discharge. With $P_i=0$ and $n>n_c$, the power falls with $n$ and $N'<0$ throughout, so there is no inductive branch. Together they can give the sequence falling, rising, falling.

The example has $P_i=1.8\times10^{-10}$ eV\,\AA$^{-3}$\,ms$^{-1}$, $n_i=5\times10^{-14}$ \AA$^{-3}$, and a capacitive power density of $1.2\times10^{-11}$ eV\,\AA$^{-3}$\,ms$^{-1}$ at $n=10^{-14}$ \AA$^{-3}$. The density $n_c=1.3\times10^{-17}$ \AA$^{-3}$ is far below the range visited. The folds, where $N'=0$, are
\begin{align*}
\text{lower: }&n=0.554\times10^{-14},\quad m=1.485\times10^{-14}\ \text{\AA}^{-3},\\
\text{upper: }&n=2.624\times10^{-14},\quad m=2.454\times10^{-14}\ \text{\AA}^{-3}.
\end{align*}
Between these values of $m$ two stable electron densities coexist. At $m=1.97\times10^{-14}$ \AA$^{-3}$, frozen runs from two starting points ended at $n=0.25\times10^{-14}$ and $3.93\times10^{-14}$ \AA$^{-3}$. This is bistability; it contains no clock.

\section{The slow ions decide stability}

In steady state $m=rn$ and
\begin{equation}
\frac{P(n)}{E_cn}=\lambda+\kappa r .\label{eq:steady}
\end{equation}
The left side falls strictly towards zero. There is one solution, provided that the left side exceeds $\lambda+\kappa r$ as $n\to0$, which holds here.

First take the shortcut of Section 1, $m=rn$ at all times. Then $\dot n=P/E_c-(\lambda+\kappa r)n$. Since $P'=\Lambda P/n$, equation \eqref{eq:steady} gives $P'/E_c=(\lambda+\kappa r)\Lambda$, and the growth rate is $(\lambda+\kappa r)(\Lambda-1)<0$. The shortcut predicts stability for every parameter choice of this model.

Now keep $m$ as a variable. The Jacobian of \eqref{eq:fast} and \eqref{eq:m} is
\begin{equation}
J=\begin{pmatrix}(\lambda+\kappa r)\Lambda-\lambda&-\kappa\\ \nu_a&-\nu_d\end{pmatrix}.
\end{equation}
Using $\nu_a=r\nu_d$, its determinant is
\begin{align}
\det J&=-\nu_d[(\lambda+\kappa r)\Lambda-\lambda]+\kappa r\nu_d\nonumber\\
&=\nu_d(\lambda+\kappa r)(1-\Lambda)>0 .
\end{align}
With a positive determinant, linear stability is decided by the trace. The steady state is linearly unstable if and only if
\begin{equation}
\Lambda>\frac{\lambda+\nu_d}{\lambda+\kappa r}.\label{eq:crit}
\end{equation}
Without negative ions, $\dot n=P/E_c-\lambda n$ would need $\Lambda>1$, which these power laws cannot supply. Slow ions lower the requirement because their load is part of the steady balance but does not respond during a quick change of $n$. A small rise in $n$ raises the absorbed power at once, while the extra ion load arrives later. Condition \eqref{eq:crit} also implies $\kappa N'>\nu_d>0$, so an unstable steady state lies on the rising part of $N$.

The example has $n=1.273\times10^{-14}$ and $m=1.909\times10^{-14}$ \AA$^{-3}$ in steady state. There $n/n_i=0.255$, and the power densities are
\begin{align*}
P_{\rm ind}&=1.8\times10^{-10}\,\frac{2(0.255)}{1+0.255^2}=8.6\times10^{-11},\\
P_{\rm cap}&=\frac{1.2\times10^{-11}}{1.273}=0.94\times10^{-11}
\end{align*}
in eV\,\AA$^{-3}$\,ms$^{-1}$. The inductive slope is $(1-0.255^2)/(1+0.255^2)=0.88$ and the capacitive slope is $-1$. Weighted by power,
\[
\Lambda=\frac{8.6(0.88)-0.94}{8.6+0.94}\approx0.69,
\]
against a threshold of $76.325/187.6=0.407$. At this point the capacitive part is stabilizing; its role in the cycle is to provide the lower branch. The largest growth rate is $53\ \mathrm{ms^{-1}}$, roughly a hundred times $\nu_d$.

If the power is scaled by a factor $q$, $\Lambda(n)$ is unchanged and the steady state satisfies $q=E_cn(\lambda+\kappa r)/P(n)$, which increases with $n$. For densities far above $n_c$, equality in \eqref{eq:crit} gives one unstable window, $0.76<q<1.41$. Growth rates from a numerical Jacobian changed sign across both limits. Runs at 15\% below the lower limit and 15\% above the upper one settled. Linear stability does not exclude a cycle. At 0.1\% above the upper limit a run started near the steady state settles, while one started far from it is still on the large cycle after 60 ms. At 0.3\% above the limit both settle.

\section{From instability to a cycle}

\subsection{The orbit is confined}

Consider the rectangle $n_b\le n\le n_t$, $0\le m\le rn_t$, with $n_b=3\times10^{-16}$ and $n_t=5.98\times10^{-14}$ \AA$^{-3}$. On the left side $N(n_b)=1.3\times10^{-13}$ \AA$^{-3}$ exceeds the largest $m$, $0.90\times10^{-13}$ \AA$^{-3}$, so $\dot n>0$. On the right side $N(n_t)<0$, so $\dot n<0$. At $m=0$, $\dot m=\nu_an>0$; at the top, $\dot m=\nu_a(n-n_t)\le0$. No orbit leaves. The single steady state inside repels, so the Poincar\'e--Bendixson theorem guarantees a periodic orbit of these equations. In a small part of the rectangle, at high $m$, the power balance would require negative ionization; the cycle found below stays where ionization is positive.

The rectangle also marks a limit of the model. At $n=0$ and $m>0$, \eqref{eq:fast} would drive $n$ negative, so extinction into an ion--ion plasma needs other wall physics.

\subsection{Time on the slow branches}

Because $P/n$ decreases, so does $N/n$, which equals $r$ at the steady state. On the balance curve $m=N(n)$, therefore, $m$ grows when $n$ is above its steady value and decays when it is below. With the steady state between the folds, neither outer branch has a resting point.

The sequence is then fixed. On the inductive branch ions accumulate and their load pushes $n$ down to the upper fold, where the balance is lost and $n$ collapses. On the capacitive branch attachment is too weak to maintain the ions. They detach, the load falls, and at the lower fold $n$ jumps up again.

Along a branch, $\dot m=N'\dot n$, so
\begin{equation}
T_0=\sum_{\rm branches}\int\frac{N'(n)\,dn}{\nu_an-\nu_dN(n)},\label{eq:T0}
\end{equation}
each integral running from landing point to fold. The landing points are $n=0.183\times10^{-14}$ and $4.53\times10^{-14}$ \AA$^{-3}$. At the first, 83\% of the absorbed power is capacitive; at the second, less than 2\% is. The capacitive branch takes 1.33 ms and the inductive branch 0.55 ms, so $T_0=1.88$ ms. The computed period is 2.33 ms. The slow branches account for 81\% of it.

\subsection{Time lost at the folds}

Let a fold be crossed at $t=0$ in the slow approximation, with ion rate $\dot m_f$. Near it $N\approx m_f+\frac12N''(n-n_f)^2$ and $m\approx m_f+\dot m_ft$. At the upper fold $N''<0<\dot m_f$, and at the lower fold the signs are reversed. Let $x$ be the displacement of $n$ in the direction of the coming jump. In both cases
\begin{equation}
\dot x=\beta x^2+\alpha t,\qquad \beta=\tfrac12\kappa|N''|,\quad \alpha=\kappa|\dot m_f| .
\end{equation}
Put $x=-\dot u/(\beta u)$. Then $\dot x=-\ddot u/(\beta u)+\dot u^2/(\beta u^2)$, and the last term equals $\beta x^2$. What remains is $\ddot u=-\alpha\beta tu$. Arrival along the attracting branch requires $x<0$ as $t\to-\infty$, which selects $u=\mathrm{Ai}[-(\alpha\beta)^{1/3}t]$. The jump occurs at the first zero of $u$, where $x$ diverges:
\begin{equation}
t_*=2.338\left(\tfrac12\kappa^2|N''||\dot m_f|\right)^{-1/3}.
\end{equation}
During $t_*$ the ion density overshoots the fold by $|\dot m_f|t_*$. The next branch must undo this at its landing rate $\dot m_l$. To this order each fold adds
\begin{equation}
\Delta T=t_*\left(1+\left|\frac{\dot m_f}{\dot m_l}\right|\right).
\end{equation}

At the upper fold, in units of $10^{-14}$ \AA$^{-3}$\,ms$^{-1}$, $\dot m_f=0.75(2.624)-0.5(2.454)=0.741$ and $\dot m_l=0.75(0.183)-0.5(2.454)=-1.09$. With $t_*=0.215$ ms, $\Delta T=0.215(1+0.68)=0.36$ ms. The lower fold adds 0.17 ms. The estimate becomes $1.88+0.36+0.17=2.41$ ms, 3\% above the computed period, whereas the slow integral alone is 19\% below it.

To test the expansion, multiply the right side of \eqref{eq:m} by $s$ and leave \eqref{eq:fast} unchanged. This is a mathematical operation, not a change of gas. The slow time then scales as $s^{-1}$ and the fold terms as $s^{-1/3}$:
\begin{center}
\begin{tabular}{cccc}
$s$ & computed (ms) & slow only (ms) & with folds (ms)\\
1 & 2.33 & 1.88 & 2.41\\
0.1 & 19.81 & 18.79 & 19.92\\
0.01 & 190.2 & 187.9 & 190.3
\end{tabular}
\end{center}
The relative error with folds falls from 3\% to below 0.1\%. The absolute difference grows slowly, from 0.08 to 0.14 ms. A logarithmic next term would behave this way, but that reading is a conjecture.

Over the full cycle $n$ runs from $0.175\times10^{-14}$ to $4.40\times10^{-14}$ \AA$^{-3}$, a factor of 25, while $m$ varies between $1.45\times10^{-14}$ and $2.57\times10^{-14}$ \AA$^{-3}$, less than a factor of two. The ion range extends beyond both folds, as the delay requires. In atomic units the period is $9.6\times10^{13}$, and $n$ runs from $2.6\times10^{-16}$ to $6.5\times10^{-15}$ bohr$^{-3}$.

\section{Removing one cause at a time}

\begin{itemize}
\item \emph{Ion dynamics.} With $m$ frozen, the electrons settle on one of the two stable branches.
\item \emph{Attachment.} With $\nu_a=0$, the ions disappear and the discharge settles.
\item \emph{Density-dependent absorption.} With $P$ held at its steady value, $\Lambda=0$, the trace is $-(\lambda+\nu_d)$ and the state is stable. The run settles.
\item \emph{Slowness.} With the factor $s$, the trace is $\kappa N'-s\nu_d$. Here $\kappa N'=54.1\ \mathrm{ms^{-1}}$, so instability ends at $s=54.1/0.5=108$. A run at twice this value settles.
\end{itemize}
In this model the oscillation needs the ion load, its delay and the rising part of the absorbed power together.

\section{What the simplifications leave out}

\textbf{Electron temperature.} A three-variable run restored thermal storage, with $\nu_{iz}=10^4\exp(-12\ \mathrm{eV}/T_e)\ \mathrm{ms^{-1}}$. The temperature ranged from 2.4 to 4.7 eV and the period was 2.35 ms, 1\% longer. The stored energy $\frac32T_e$ is 9 to 18\% of $E_c$, and it enters through the fast motion. The run kept $E_c$, $E_w$ and $\nu_a$ constant; their dependence on temperature could move the folds and was not examined.

\textbf{Recombination.} Linear ion loss requires $kn_+\ll\nu_d$, where $k$ is the ion--ion recombination coefficient. At the steady state this means $k\ll0.5/(3.18\times10^{-14})=1.6\times10^{13}$ \AA$^3$\,ms$^{-1}$. A rough size for many ion pairs is $10^{14}$ \AA$^3$\,ms$^{-1}$, so at these densities recombination may well dominate in a real gas. When half of the steady-state ion loss was moved from detachment to recombination, the large cycle survived and its period rose to 2.95 ms, 27\% longer. The mechanism tolerates that change, but not recombination of the rough size just quoted. With $k=10^{14}$ \AA$^3$\,ms$^{-1}$ and all other parameters unchanged, the steady state has $m/n\approx0.12$ and $n\approx5.4\times10^{-14}$ \AA$^{-3}$. This lies above $n_i$, where the absorbed power falls with $n$, and the state is stable. The oscillation in this example needs a much smaller $k$: with the other parameters unchanged, runs still cycle at $k=5\times10^{12}$ \AA$^3$\,ms$^{-1}$ and settle at $10^{13}$. With recombination the proof of a single steady state does not carry over, and the case of pure recombination is not treated here.

\textbf{External circuit.} A matching network that changes the coil current with plasma load alters $P(n)$, and with it $\Lambda$ and the folds. With a changed $P(n)$, \eqref{eq:crit} keeps its form as long as $\Lambda<1$ at the steady state; if $\Lambda>1$ there, the determinant is negative and the state is unstable. 
\par\textbf{Wall loss.} Negative ions are often confined to the core of the plasma, and the positive ions that accompany them then reach the wall less often. A simple form of the loss is $\nu_w(n+\theta m)$ with $0\le\theta\le1$; the example uses $\theta=1$. In \eqref{eq:fast} only $\kappa$ changes, to $g\theta\nu_w-\nu_d$, and \eqref{eq:crit} holds with this value. For densities well above $n_c$ the largest $\Lambda$ in the example is 0.70, so below $\theta\approx0.30$ no drive power makes the steady state unstable. At the original power a run with $\theta=0.5$ already settles. Cold negative ions can make $\theta$ much smaller than this. The example therefore shows a possible mechanism and should not be read as the cause of oscillations in a particular discharge.

\textbf{Electron inertia.} With $\sigma=n/(\nu_m+i\omega)$ the loop resistance $R_p$ becomes $R_p(1+i\omega/\nu_m)$. The correction is of first order in $\omega/\nu_m$, here 0.17. When it is included the large cycle survives, but its period falls from 2.33 to 1.70 ms.

For a calculation within this model the rule is concrete. Find the steady state, evaluate $\Lambda$ there, and compare it with \eqref{eq:crit}. If the threshold is exceeded, the negative ions need their own time-dependent equation. If $\Lambda$ is only slightly below it, a time-dependent run from a distant start is still needed, because a large cycle can coexist with the stable state. The numerical output below gives the values for the main example.

\section*{Computed values}
\begin{verbatim}
E_c, E_w, E_a: 40, 20, 4 eV
nu_w, nu_a, nu_d: 50, 0.75, 0.5 1/ms
omega, nu_m: 8.52e+04, 5e+05 1/ms
peak inductive power density P_i: 1.8e-10 eV A^-3 ms^-1
capacitive power density at n=1e-14 A^-3: 1.2e-11 eV A^-3 ms^-1
inductive coupling density n_i: 5e-14 A^-3
displacement-current density n_c: 1.339e-17 A^-3
g, a, r=nu_a/nu_d: 1.5, 1.1, 1.5
lambda, kappa: 75.825, 74.5 1/ms
steady n, m: 1.273e-14, 1.909e-14 A^-3
log slope of P at steady state: 0.6928
log slope needed for instability: 0.4069
trace of Jacobian: 53.63 1/ms
determinant of Jacobian: 28.81 1/ms^2
largest growth rate: 53.09 1/ms
unstable drive-power factors: 0.7583 to 1.413
steady n at these limits: 6.528e-15, 3.116e-14 A^-3
lower fold n, m: 5.542e-15, 1.485e-14 A^-3
upper fold n, m: 2.624e-14, 2.454e-14 A^-3
landing n on capacitive branch: 1.832e-15 A^-3
landing n on inductive branch: 4.534e-14 A^-3
frozen m: 1.969e-14 A^-3
two stable n at frozen m: 2.479e-15, 3.933e-14 A^-3
trapping box n: 3e-16 to 5.977e-14 A^-3
trapping box top m: 8.966e-14 A^-3
cycle n range: 1.75e-15 to 4.398e-14 A^-3
cycle m range: 1.447e-14 to 2.567e-14 A^-3
ratio of largest to smallest n: 25.14
cycle period: 2.329 ms
time per cycle with n above steady value: 0.7457 ms
slow time, capacitive branch: 1.332 ms
slow time, inductive branch: 0.5468 ms
fold delays t*, lower, upper: 0.1471, 0.2154 ms
period added, lower, upper: 0.1652, 0.362 ms
ion speed x1: period 2.3285, slow 1.8786, with delays 2.4058 ms
ion speed x0.1: period 19.814, slow 18.786, with delays 19.922 ms
ion speed x0.01: period 190.16, slow 187.86, with delays 190.3 ms
ion speed factor that ends instability: 108.3
recombination coefficient in mixed run: 7.858e+12 A^3/ms
period in mixed run: 2.951 ms
ionization prefactor, energy: 10000 1/ms, 12 eV
period with electron temperature: 2.354 ms
electron temperature range: 2.411 to 4.689 eV
cycle period in atomic units: 9.627e+13 a.u.
cycle n range in atomic units: 2.593e-16 to 6.517e-15 bohr^-3
largest relative error of circuit power laws: 1.046e-09
\end{verbatim}
